# Hydrogen n = 2 Stark Levels with Fine Structure and Lamb Shift

## Problem

A hydrogen atom with a fixed nucleus stands in a static electric field of strength $F$ along $z$. In Hartree atomic units the electron has charge $-1$, so its interaction energy with the field is $+Fz$. Keep only the states with $n=2$. Measure energies $x$ from the zero-field level $2p_{1/2}$, and let $2s_{1/2}$ lie at $L$ (the Lamb shift) and $2p_{3/2}$ at $\Delta$ (the fine-structure splitting), with $0<L<\Delta$. Treat $L$ as a given parameter, and leave out hyperfine structure and radiative decay.

(a) Express $\Delta$ through the fine-structure constant $\alpha$, and set up the Hamiltonian matrix for $m_j=+1/2$.

(b) Find the equation for its three levels at any $F$, solve it, and decide which zero-field level connects to which strong-field level.

(c) Find the weak-field and strong-field behaviour. What remains of the fine structure when the field dominates?

(d) Define the decoupling field $F_d$ as the field at which the strong-field straight line of the uppermost level meets the zero-field energy of that level. Find $F_d$, evaluate it for $L=\Delta/10$, and examine how far the states have decoupled there.

## Hints

1. The field leaves the spin alone, so products of orbital and spin states give a simpler matrix than states of definite $j$. Three products have $m_j=+1/2$.
2. Write the spin-orbit operator with ladder operators. Add a constant to the $p$ states so that $2p_{1/2}$ lies at zero.
3. To follow the levels, look at the sign of the characteristic polynomial at $x=0$ and $x=\Delta$.
4. At strong field, diagonalize $Fz$ first and treat the fine structure as the perturbation.

## Solution

### (a) The matrix

**Fine structure.** For the $2p$ states the spin-orbit energy is $\xi\,\boldsymbol\ell\cdot\mathbf s$ with $\xi=\tfrac12\alpha^2\langle r^{-3}\rangle$. With $R_{2p}=re^{-r/2}/(2\sqrt6)$,
$$\langle r^{-3}\rangle=\int_0^\infty R_{2p}^2\,r^{-3}\,r^2dr=\frac1{24}\int_0^\infty re^{-r}dr=\frac1{24},\qquad \xi=\frac{\alpha^2}{48}.$$
From $\boldsymbol\ell\cdot\mathbf s=\tfrac12[j(j+1)-\ell(\ell+1)-\tfrac34]$ with $\ell=1$, the operator equals $\tfrac12$ for $j=3/2$ and $-1$ for $j=1/2$. Therefore
$$\Delta=\tfrac32\xi=\frac{\alpha^2}{32}.$$
The relativistic correction to the kinetic energy is the same for all $2p$ states, so it drops out of $\Delta$. This is the leading order in $\alpha^2$; the splitting from the Dirac equation is larger by a relative $3\times10^{-5}$. In real hydrogen two larger corrections, left out here, also enter: the anomalous magnetic moment of the electron ($+2.3\times10^{-3}$) and the reduced mass ($-5\times10^{-4}$). Together they raise the splitting by about 0.2%, to 10.97 GHz.

To put $2p_{1/2}$ at zero, use $\xi(\boldsymbol\ell\cdot\mathbf s+1)$ in the $p$ space, with
$$\boldsymbol\ell\cdot\mathbf s=\ell_zs_z+\tfrac12(\ell_+s_-+\ell_-s_+).$$
The basis for $m_j=+1/2$ is $s{\uparrow},\ p_0{\uparrow},\ p_1{\downarrow}$, where the subscript is $m_\ell$. The $p$ elements are
$$\langle p_0{\uparrow}|\cdot|p_0{\uparrow}\rangle=\xi=\tfrac23\Delta,\qquad \langle p_1{\downarrow}|\cdot|p_1{\downarrow}\rangle=\xi(1-\tfrac12)=\tfrac13\Delta.$$
Since $\ell_+|p_0\rangle=\sqrt2\,|p_1\rangle$, the off-diagonal element is $\tfrac12\sqrt2\,\xi=\tfrac{\sqrt2}{3}\Delta$.

**Field.** The operator $z$ is odd under inversion, so it connects $s$ with $p$ only. It conserves $m_\ell$ and spin, which leaves the pair $s{\uparrow},p_0{\uparrow}$. With $R_{2s}=(1-r/2)e^{-r/2}/\sqrt2$, the radial integral is
$$\int_0^\infty R_{2s}\,r^3R_{2p}\,dr=\frac1{4\sqrt3}\int_0^\infty\left(r^4-\tfrac12r^5\right)e^{-r}dr=\frac{24-60}{4\sqrt3}=-3\sqrt3.$$
The angular factor $\langle Y_{00}|\cos\theta|Y_{10}\rangle$ is $1/\sqrt3$, so $\langle 2s|z|2p_0\rangle=-3$. The sign depends on the phases chosen for the two states; the energies contain only its square. The matrix is
$$H=\begin{pmatrix}L&-3F&0\\-3F&\tfrac23\Delta&\tfrac{\sqrt2}3\Delta\\0&\tfrac{\sqrt2}3\Delta&\tfrac13\Delta\end{pmatrix}.$$

An electrostatic field respects time reversal, so $m_j=-1/2$ gives the same three energies. The state $p_1{\uparrow}$, with $m_j=3/2$, has no partner in this shell. It stays at $\xi(\tfrac12+1)=\Delta$, as does its mirror image with $m_j=-3/2$.

### (b) The levels at any field

Expand $\det(H-x)=0$ along the first row:
$$(L-x)\left[(\tfrac23\Delta-x)(\tfrac13\Delta-x)-\tfrac29\Delta^2\right]-9F^2(\tfrac13\Delta-x)=0.$$
In the square bracket the terms $\tfrac29\Delta^2$ cancel, leaving $x^2-\Delta x=x(x-\Delta)$. A change of overall sign gives
$$\boxed{x(x-L)(x-\Delta)=9F^2\left(x-\tfrac13\Delta\right)}$$

**Explicit roots.** Put $\sigma=L+\Delta$ and write the equation as
$$x^3-\sigma x^2+(L\Delta-9F^2)x+3F^2\Delta=0.$$
The substitution $x=\sigma/3+y$ removes the quadratic term. The coefficient of $y$ becomes $-\sigma^2/3+L\Delta-9F^2=-3\rho^2$, where
$$\rho^2=\tfrac19(L^2-L\Delta+\Delta^2)+3F^2.$$
The constant term is the polynomial at $x=\sigma/3$:
$$-\tfrac{2}{27}\sigma^3+\tfrac13\sigma L\Delta-3F^2\sigma+3F^2\Delta=-\tfrac{2}{27}\sigma^3+\tfrac13\sigma L\Delta-3F^2L.$$
Now set $y=2\rho\cos\theta$. Because $4\cos^3\theta-3\cos\theta=\cos3\theta$, the terms $y^3-3\rho^2y$ combine to $2\rho^3\cos3\theta$. Hence
$$x_k=\frac{\sigma}{3}+2\rho\cos\!\left(\varphi+\frac{2\pi k}3\right),\qquad \cos3\varphi=\frac{\tfrac2{27}\sigma^3-\tfrac13\sigma L\Delta+3F^2L}{2\rho^3},$$
with $0\le\varphi\le\pi/3$. The values $k=0,-1,1$ give the upper, middle and lower level. The angle is real because a Hermitian matrix has real eigenvalues.

**Following the levels.** Let $g(x)=x(x-L)(x-\Delta)-9F^2(x-\tfrac13\Delta)$. For $F>0$,
$$g(0)=3F^2\Delta>0,\qquad g(\Delta)=-6F^2\Delta<0,$$
while $g\to\mp\infty$ for $x\to\mp\infty$. One root therefore lies below $0$, one between $0$ and $\Delta$, and one above $\Delta$. The three levels never meet, and each keeps its place in the order as $F$ grows:

- $2p_{1/2}$ becomes the lowest strong-field level.
- $2s_{1/2}$ becomes the middle one.
- $2p_{3/2}$ becomes the highest one.

For the middle level, divide the boxed equation by $9F^2$. Its root is bounded, so the left side vanishes as $F\to\infty$, and $x\to\Delta/3$. The path from $L$ to $\Delta/3$ is monotonic if $L\ne\Delta/3$. Indeed $g(L)=-9F^2(L-\tfrac13\Delta)$ and $g(\tfrac13\Delta)=\tfrac13\Delta(\tfrac13\Delta-L)(-\tfrac23\Delta)$ are nonzero, so the root cannot cross either end point. In between, the boxed equation assigns a single value of $F^2$ to each $x$, so no energy is visited twice. The level rises if $L<\Delta/3$ and falls if $L>\Delta/3$. For $L=\Delta/3$ it stays put.

### (c) The two limits

**Weak field.** Near each zero-field root, keep the small factor and evaluate the others at the root:
$$\begin{aligned}
x\approx0:&\quad L\Delta\,x=-3F^2\Delta &&\Rightarrow\ x=-\frac{3F^2}{L},\\
x\approx L:&\quad L(L-\Delta)(x-L)=9F^2(L-\tfrac13\Delta)&&\Rightarrow\ x-L=\frac{3F^2}{L}-\frac{6F^2}{\Delta-L},\\
x\approx\Delta:&\quad \Delta(\Delta-L)(x-\Delta)=6F^2\Delta&&\Rightarrow\ x-\Delta=\frac{6F^2}{\Delta-L}.
\end{aligned}$$
In the second line, $\frac{9L-3\Delta}{L(L-\Delta)}=\frac{3\Delta-9L}{L(\Delta-L)}=\frac3L-\frac6{\Delta-L}$. The shifts are quadratic because each zero-field state has definite parity and hence no mean dipole. They add up to zero, as they must: the trace of $H$ does not contain $F$. The expansion requires shifts small against the spacings, which for small $L$ means $\sqrt3F\ll L$.

If $L\ll\Delta$, there is a second regime. For $|x|\ll\Delta$, replace $x-\Delta$ by $-\Delta$ and $x-\tfrac13\Delta$ by $-\tfrac13\Delta$. The cubic reduces to $x(x-L)=3F^2$, so
$$x=\tfrac12L\pm\sqrt{\tfrac14L^2+3F^2}.$$
For $L\ll F\ll\Delta$ the two lower levels move as $\pm\sqrt3F$. The field has mixed $2s_{1/2}$ with $2p_{1/2}$ strongly, while $j=1/2$ is still a good label. The slope is $\sqrt3$ instead of 3 because $2p_{1/2}$ contains $p_0{\uparrow}$ with probability $1/3$ only.

**Strong field.** Diagonalize the field term first. Its eigenstates are
$$|\pm\rangle=\frac{|s{\uparrow}\rangle\mp|p_0{\uparrow}\rangle}{\sqrt2}\quad\text{with energies }\pm3F,\qquad |p_1{\downarrow}\rangle\quad\text{with energy }0.$$
The remainder $W$ of $H$ has the elements
$$\langle\pm|W|\pm\rangle=\tfrac12L+\tfrac13\Delta,\qquad\langle+|W|-\rangle=\tfrac12(L-\tfrac23\Delta),\qquad\langle\pm|W|p_1{\downarrow}\rangle=\mp\tfrac13\Delta.$$
The upper state lies $6F$ above $|-\rangle$ and $3F$ above $|p_1{\downarrow}\rangle$; for the lower state the signs are reversed. To second order in $W$,
$$x_\pm=\pm3F+\frac L2+\frac\Delta3\pm\frac1F\left[\frac{(L-\frac23\Delta)^2}{24}+\frac{\Delta^2}{27}\right].$$
For the middle level the second-order terms from above and below cancel. The cubic gives the next one: with $x=\tfrac13\Delta$ on its left side,
$$9F^2(x-\tfrac13\Delta)=-\tfrac2{27}\Delta^2(\Delta-3L)\quad\Rightarrow\quad x_0=\frac\Delta3-\frac{2\Delta^2(\Delta-3L)}{243F^2}.$$

The familiar shifts $0,\pm3F$ are thus the leading terms only. The fine structure survives as constants, which become small relative to $3F$ but do not vanish. Measured from its own starting energy, each level has shifted by
$$-3F+\tfrac12L+\tfrac13\Delta,\qquad \tfrac13\Delta-L,\qquad 3F+\tfrac12L-\tfrac23\Delta,$$
and these again add up to zero. The levels $p_1{\uparrow}$ at $\Delta$ and $p_1{\downarrow}$ at $\Delta/3$ remain split by $\tfrac23\Delta=\xi$. The field has suppressed the spin flips, but the part $\xi\ell_zs_z$ of the spin-orbit coupling is untouched.

### (d) The decoupling field

Setting the strong-field line of the upper level equal to $\Delta$ gives
$$3F_d+\frac L2+\frac\Delta3=\Delta\quad\Rightarrow\quad\boxed{F_d=\frac{4\Delta-3L}{18}}$$

No level has a kink at this field; the change is gradual. Two quantities show how far it has gone. The first is the slope, which equals the mean value of $z$ in the state. Differentiating the cubic with respect to $F$ gives
$$\frac{dx}{dF}=\frac{18F(x-\frac13\Delta)}{3x^2-2\sigma x+L\Delta-9F^2}.$$
The second is the weight of $p_1{\downarrow}$. An unnormalized eigenvector is
$$\left(-x(x-\Delta),\ 3F(x-\tfrac13\Delta),\ \sqrt2\,\Delta F\right).$$
The first row of $(H-x)v=0$ then reproduces the cubic. In the third row the two terms cancel. The second row, divided by $F$, reads
$$3x(x-\Delta)+3(\tfrac23\Delta-x)(x-\tfrac13\Delta)+\tfrac23\Delta^2=0,$$
which holds identically. The weight is therefore
$$w=\frac{2F^2\Delta^2}{x^2(x-\Delta)^2+9F^2(x-\frac13\Delta)^2+2F^2\Delta^2}.$$
In the middle level at strong field, $|+\rangle$ and $|-\rangle$ are each admixed with amplitude of size $(\Delta/3)/(3F)$, so
$$1-w\approx2\left(\frac{\Delta}{9F}\right)^2=\frac{2\Delta^2}{81F^2}.$$

**Numbers.** From $\alpha=0.00729735$, $\Delta=1.6641\times10^{-6}$ hartree, or 10.95 GHz as a frequency. The choice $L=\Delta/10$ then corresponds to 1.1 GHz, the rough size of the hydrogen Lamb shift. The natural unit of energy is now $\Delta$, and that of field is $\Delta/(ea_0)$. In these units
$$F_d=\frac{4-0.3}{18}=0.2056,$$
which is $0.2056\times1.6641\times10^{-6}=3.42\times10^{-7}$ atomic units, or $1.76\times10^5$ V/m. With the measured intervals of hydrogen, $\Delta=10.97$ GHz and $L=1.058$ GHz, the same formula gives about $1.77\times10^5$ V/m.

| $F$ | lower | middle | upper | $w$, middle |
|---|---|---|---|---|
| 0.01 | −0.003 | 0.102 | 1.001 | 0.023 |
| 0.05 | −0.054 | 0.137 | 1.016 | 0.251 |
| 0.2056 | −0.399 | 0.256 | 1.243 | 0.687 |
| 0.5 | −1.204 | 0.313 | 1.991 | 0.914 |
| 1 | −2.664 | 0.328 | 3.436 | 0.976 |
| 3 | −8.633 | 0.333 | 9.400 | 0.997 |

The first row is still quadratic: the formulas of part (c) give $-3F^2/L=-0.0030$ for the lower level and $0.0030-0.0007=0.0023$ for the shift of the middle one. At $F=0.05$ the lower slope is $-1.70$, close to $-\sqrt3$, but the middle slope is $1.05$. With $L$ only ten times smaller than $\Delta$, there is no room for the regime $L\ll F\ll\Delta$.

At $F_d$ the slopes are $-2.52$, $0.45$ and $2.08$. The upper level has reached 69% of its final slope, and the middle level is $p_1{\downarrow}$ to 69%. Both measures pass one half earlier, at $F=0.127$ and $F=0.119$. So $F_d$ lies inside the crossover, somewhat past its middle and well short of its completion. Asking for $w=0.99$ in the middle level gives $F=1.56$, or $1.33\times10^6$ V/m. The leading estimate $\sqrt{2/(81\times0.01)}=1.57$ is close to it.

The value also depends on the level used in the definition. The strong-field line of the lower level meets $x=0$ at $F=\tfrac19\Delta+\tfrac16L$, which is $0.128$ here. A quoted decoupling field needs its criterion stated.

At $F=3$ the leading lines give $-9+0.383=-8.617$ and $9+0.383=9.383$. The $1/F$ term is
$$\frac13\left[\frac{(0.1-0.667)^2}{24}+\frac1{27}\right]=0.017,$$
which lowers the first and raises the second, bringing both within $0.001$ of the table.

**Where the model ends.** "Any field" means any field that leaves the $n=2$ shell isolated. A diagonalization with the other shells included, but without spin, gives additional shifts of $-84F^2$ for the outer levels and $-78F^2$ for the middle one, in atomic units. These coefficients hold for the strong-field states. At $F_d$, where the states are still mixed, the three shifts lie between $-5\times10^{-6}\Delta$ and $-7\times10^{-6}\Delta$; at $F=3\Delta$ the outer shift is $-0.0013\Delta$, which already changes the last digit in the final row. In the absolute level energies, the surviving constants stand out only while $84F^2\ll\Delta/3$, that is, for
$$F\ll\sqrt{\frac{1.664\times10^{-6}}{252}}\approx8\times10^{-5}\ \text{atomic units}.$$
The splitting of $\tfrac23\Delta$ between $p_1{\uparrow}$ and $p_1{\downarrow}$ survives well beyond this field, because the shift $-78F^2$ is the same for both.

The hyperfine splittings and the decay width of $2p$, both of rough order 0.1 GHz, are not negligible beside $L$. They do not go away at strong field, where the outer levels are half $2s$ and half $2p$ and the middle one is pure $2p$: at $F=3\Delta$ the hyperfine spreads and the widths still lie between $0.004\Delta$ and $0.009\Delta$. They blur every row of the table at the level of $0.01\Delta$. The numerical output gives the energies and slopes to more digits, as properties of the model.

## Variation 1: no Lamb shift

*Set $L=0$, as in the Dirac theory of the Coulomb field. What changes at weak field, and where is $F_d$?*

The cubic becomes $x^2(x-\Delta)=9F^2(x-\tfrac13\Delta)$. Two levels now start together at $x=0$, so their shift can be linear. Insert $x=\pm\sqrt3F+cF^2$. The terms in $F^2$ are $-3\Delta F^2$ on both sides. The terms in $F^3$ give
$$\mp2\sqrt3\,\Delta c\pm3\sqrt3=\pm9\sqrt3\quad\Rightarrow\quad c=-\frac3\Delta.$$
Hence
$$x=\pm\sqrt3F-\frac{3F^2}{\Delta},\qquad x=\Delta+\frac{6F^2}{\Delta}.$$
The upper level repels the two lower ones equally, and the quadratic terms add up to zero. There is no purely quadratic regime left for the lower pair. At strong field the levels are $\Delta/3$ and $\pm3F+\Delta/3$, so all three share the same constant. The decoupling field is $F_d=\tfrac29\Delta$, compared with $0.2056\Delta$ for $L=\Delta/10$. A Lamb shift of this size thus governs the start of the crossover but lowers $F_d$ by less than 8%.

## Variation 2: a one-electron ion

*Replace the proton by a fixed nucleus of charge $Z$, with $Z\alpha\ll1$. How does $F_d$ scale?*

All lengths shrink by $1/Z$, so $\langle2s|z|2p_0\rangle=-3/Z$ and $\langle r^{-3}\rangle=Z^3/24$. The spin-orbit coupling has one more factor $Z$ from the stronger nuclear field, so
$$\Delta_Z=Z^4\,\frac{\alpha^2}{32}.$$
The matrix keeps its form with $F$ replaced by $F/Z$, and with the Lamb shift $L_Z$ of the ion. Therefore
$$F_d=\frac{Z\,(4\Delta_Z-3L_Z)}{18}.$$
If $L_Z$ is neglected, $F_d=\tfrac29Z\Delta_Z$ grows as $Z^5$: four powers come from the fine structure and one from the smaller dipole. For $Z=2$ the field is $2^5=32$ times that of hydrogen in the same approximation.

## Numbers as computed

```
fine-structure constant alpha = 0.00729735
<2s|z|2p0> = -3.000000 a0
<r^-3> for 2p = 0.041667 a0^-3
spin-orbit constant xi = 1.10940e-06 hartree
splitting D = 1.66410e-06 hartree
splitting D = 10.949 GHz
Dirac splitting / D = 1.000034
chosen Lamb shift L = 0.10 D
chosen Lamb shift L = 1.66410e-07 hartree
chosen Lamb shift L = 1.095 GHz
Levels x in D; field F in D/(e a0)
      F     lower    middle     upper
 0.0000    0.0000    0.1000    1.0000
 0.0100   -0.0029    0.1023    1.0007
 0.0500   -0.0538    0.1373    1.0165
 0.2056   -0.3990    0.2555    1.2434
 0.5000   -1.2037    0.3130    1.9907
 1.0000   -2.6638    0.3278    3.4361
 3.0000   -8.6331    0.3327    9.4004
Slopes dx/dF in e a0; p1-down weight of middle level
      F     lower    middle     upper    weight
 0.0100   -0.5733    0.4401    0.1332    0.0231
 0.0500   -1.7041    1.0508    0.6534    0.2514
 0.2056   -2.5207    0.4452    2.0754    0.6871
 0.5000   -2.8552    0.0720    2.7832    0.9138
 1.0000   -2.9564    0.0108    2.9456    0.9762
 3.0000   -2.9946    0.0004    2.9942    0.9973
strong-field middle level = 0.3333 D
strong-field outer constant = 0.3833 D
leading strong-field levels at F=3: -8.6167 0.3333 9.3833 D
decoupling field F_d = 0.2056 D/(e a0)
decoupling field F_d = 3.4207e-07 atomic units
decoupling field F_d = 1.7590e+05 V/m
99% field = 1.5599 D/(e a0)
99% field = 2.5958e-06 atomic units
99% field = 1.3348e+06 V/m
99% field, leading estimate = 1.5713 D/(e a0)
all-shell linear coefficient = 3.0000 a.u.
all-shell quadratic coefficient, outer = -84.00 a.u.
all-shell quadratic coefficient, middle = -78.00 a.u.
neglected outer shift at F=0.2056: -5.91e-06 D
neglected outer shift at F=3.0000: -1.26e-03 D
```
